# Why the two-dimensional deformation-potential formula does not predict phonon-limited mobility

**Q.** I have a model semiconducting sheet with masses \(m_x=0.2\,m_e\) and \(m_y=0.8\,m_e\). Its band edge shifts by \(E_x=1\) eV per unit strain along \(x\) and by \(E_y=5\) eV per unit strain along \(y\). The longitudinal stiffness is \(C_L=100\) N/m. I use

\[
\mu_i=\frac{e\hbar^3C_L}{k_BT\,m_i m_d E_i^2},\qquad m_d=\sqrt{m_xm_y},
\]

and at 300 K I get \(\mu_x\approx 26\,600\) cm²/(V s). Phonons are always present, so I take this record value to be the intrinsic mobility along \(x\). What could be wrong with it?

**A.** Let us see which collisions the formula contains. A phonon of wavevector \(\mathbf q\), at angle \(\phi\) to the \(x\) axis, displaces the lattice along a unit vector \(\hat{\mathbf e}\) with amplitude \(u\). The strains are \(\varepsilon_{xx}=iq\cos\phi\,\hat e_x u\) and \(\varepsilon_{yy}=iq\sin\phi\,\hat e_y u\). I assume that shear \(\varepsilon_{xy}\) does not shift the band edge to first order, as a mirror line through the valley requires. The shift \(E_x\varepsilon_{xx}+E_y\varepsilon_{yy}\) is then \(iqD_\lambda u\). In an elastically isotropic sheet the longitudinal (LA) wave has \(\hat{\mathbf e}=(\cos\phi,\sin\phi)\) and the transverse (TA) wave has \(\hat{\mathbf e}=(-\sin\phi,\cos\phi)\), so

\[
D_L=E_x\cos^2\phi+E_y\sin^2\phi,\qquad D_T=(E_y-E_x)\sin\phi\cos\phi .
\]

For area \(A\) and mass density \(\rho\), the squared matrix element is \(D_\lambda^2q^2\hbar/(2\rho A\omega)\) times \(N\) for absorption or \(N+1\) for emission. When \(\hbar\omega\ll k_BT\), the sum \(2N+1\) is close to \(2k_BT/\hbar\omega\), and the phonon energy can be dropped from energy conservation. With \(\omega=v_\lambda q\) and \(C_\lambda=\rho v_\lambda^2\), both processes and both branches together give

\[
|M|^2=\frac{k_BT}{A}\,G(\phi),\qquad G=\frac{D_L^2}{C_L}+\frac{D_T^2}{C_T}.
\]

The density of states per area, spin and valley is \(m_d/(2\pi\hbar^2)\). If \(G\) were a constant, the golden rule would give

\[
\frac1\tau=\frac{2\pi}{\hbar}\,k_BT\,G\,\frac{m_d}{2\pi\hbar^2}=\frac{m_dk_BT}{\hbar^3}\,G .
\]

Every final direction would be equally likely, so scattered carriers would bring back no current and \(\mu_i=e\tau/m_i\). Setting \(G=E_i^2/C_L\) reproduces your formula. It is correct for this acoustic problem if \(E_x=E_y\), because then \(D_T=0\) and \(D_L\) is constant. For your sheet it assigns to every collision the coupling of an LA phonon travelling along \(i\).

**Q.** That seems reasonable. For current along \(x\), should the strain along \(x\) not be the one that matters?

**A.** A carrier moving along \(x\) can be deflected by a phonon travelling in another direction, so the Boltzmann equation has to decide. Take carriers of charge \(+e\), non-degenerate, in a weak field \(\mathcal E\) along \(x\), and write \(f=f_0[1+(e\mathcal E/k_BT)F]\). The field term is \((e\mathcal E/\hbar)\,\partial f_0/\partial k_x=-e\mathcal E v_xf_0/k_BT\). Detailed balance, \(f_0W(\mathbf k\to\mathbf k')=f_0'W(\mathbf k'\to\mathbf k)\), lets us take \(f_0\) out of the collision term too, which leaves

\[
\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')\,[F(\mathbf k)-F(\mathbf k')]=v_x,
\qquad \mu_x=\frac{e}{k_BT}\langle v_xF\rangle ,
\]

with a thermal average in the second equation. For negative carriers the force and the current both change sign, so \(\mu_x\) is the same.

Now scale the ellipse to a circle: \(k_x=\sqrt{m_x}\,\kappa\cos\theta\), \(k_y=\sqrt{m_y}\,\kappa\sin\theta\), \(E=\hbar^2\kappa^2/2\). For an elastic collision \(\theta\to\theta'\),

\[
\cos\theta'-\cos\theta=-2\sin\tfrac{\theta+\theta'}2\sin\tfrac{\theta'-\theta}2,\qquad
\sin\theta'-\sin\theta=2\cos\tfrac{\theta+\theta'}2\sin\tfrac{\theta'-\theta}2 .
\]

The scaled momentum transfer therefore lies along the angle \(\psi=(\theta+\theta'+\pi)/2\), up to a reversal that leaves \(G\) unchanged. Undoing the scaling gives \(\tan\phi=\gamma\tan\psi\) with \(\gamma=\sqrt{m_y/m_x}\).

Try \(F\propto\cos\theta\). At fixed \(\theta\) we have \(\theta'=2\psi-\theta-\pi\). As \(\theta'\) runs through \(2\pi\), \(\psi\) runs through \(\pi\), one full period of \(G\). Moreover

\[
\cos\theta'=-\cos(2\psi-\theta)=-\cos2\psi\cos\theta-\sin2\psi\sin\theta .
\]

\(G\) is even in \(\psi\), so the last term averages to zero:

\[
\langle G(\cos\theta-\cos\theta')\rangle=\cos\theta\,\langle G(1+\cos2\psi)\rangle=\cos\theta\,\langle2\cos^2\psi\,G\rangle .
\]

Thus \(F=\tau_xv_x\) solves the equation without approximation, with

\[
\frac1{\tau_x}=\frac{m_dk_BT}{\hbar^3}K_x,\qquad K_x=\langle2\cos^2\psi\,G\rangle .
\]

The same steps with \(\sin\theta\) give \(K_y=\langle2\sin^2\psi\,G\rangle\). Since \(\langle v_x^2\rangle=k_BT/m_x\), the mobility is \(\mu_x=e\tau_x/m_x\). Your formula has the right prefactor, but \(E_i^2/C_L\) must be replaced by \(K_i\).

**Q.** Can that average be done in closed form, so that I can see how \(E_x\) and \(E_y\) enter?

**A.** Yes. Put \(c=\cos^2\psi\), \(d=\cos^2\psi+\gamma^2\sin^2\psi\) and \(p=\cos^2\phi\). From \(\tan\phi=\gamma\tan\psi\) we get \(p=c/d\). The couplings are \(D_L=pE_x+(1-p)E_y\) and \(D_T^2=(E_x-E_y)^2p(1-p)\), so we need \(A_n=\langle2c\,p^n\rangle\) for \(n=0,1,2\). Clearly \(A_0=1\).

With \(t=\tan\psi\),

\[
\Big\langle\frac1{a\cos^2\psi+b\sin^2\psi}\Big\rangle=\frac1\pi\int_{-\infty}^{\infty}\frac{dt}{a+bt^2}=\frac1{\sqrt{ab}} .
\]

Applying \(-(\partial_a+\partial_b)\) gives the average of the squared reciprocal. At \(a=1\), \(b=\gamma^2\),

\[
\langle d\rangle=\frac{1+\gamma^2}2,\qquad \Big\langle\frac1d\Big\rangle=\frac1\gamma,\qquad \Big\langle\frac1{d^2}\Big\rangle=\frac{1+\gamma^2}{2\gamma^3}.
\]

Insert \(c=(d-\gamma^2)/(1-\gamma^2)\) and expand the powers:

\[
A_1=2\Big\langle\frac{c^2}d\Big\rangle=\frac{1-3\gamma^2+2\gamma^3}{(1-\gamma^2)^2}=\frac{1+2\gamma}{(1+\gamma)^2},
\]

\[
A_2=2\Big\langle\frac{c^3}{d^2}\Big\rangle=\frac{1-5\gamma^2+5\gamma^3-\gamma^5}{(1-\gamma^2)^3}=\frac{1+3\gamma+\gamma^2}{(1+\gamma)^3}.
\]

The numerators contain \((1-\gamma)^2\) and \((1-\gamma)^3\), which cancel; \(\gamma=1\) follows by continuity. The weights of \(E_x^2\), \(2E_xE_y\) and \(E_y^2\) in the LA part are \(A_2\), \(A_1-A_2=\gamma^2/(1+\gamma)^3\) and \(1-2A_1+A_2=\gamma^3/(1+\gamma)^3\). The TA part has the weight \(A_1-A_2\). Hence

\[
K_x=\frac1{(1+\gamma)^3}\Big[\frac{(1+3\gamma+\gamma^2)E_x^2+2\gamma^2E_xE_y+\gamma^3E_y^2}{C_L}+\frac{\gamma^2(E_x-E_y)^2}{C_T}\Big].
\]

Exchanging \(x\) and \(y\) and replacing \(\gamma\) by \(1/\gamma\) gives

\[
K_y=\frac1{(1+\gamma)^3}\Big[\frac{(\gamma+3\gamma^2+\gamma^3)E_y^2+2\gamma E_xE_y+E_x^2}{C_L}+\frac{\gamma(E_x-E_y)^2}{C_T}\Big].
\]

For \(E_x=E_y\) the LA weights add to one and your formula returns. For \(\gamma\to\infty\) at fixed couplings, \(K_x\to E_y^2/C_L\). The ellipse is then long in \(y\), most momentum transfers point along \(y\), and the mobility along \(x\) is governed by \(E_y\). This is the opposite of your rule.

The closed result was tested against a discretized Boltzmann equation for four parameter sets, and they agree to rounding error. At \(E=k_BT\), the total acoustic rate with Bose factors and phonon energies retained differs from the quasi-elastic rate by at most 0.31 % in the three directions tested.

**Q.** What does this do to my 26 600?

**A.** Your masses give \(\gamma=2\) and \((1+\gamma)^3=27\). Take \(C_T=40\) N/m. In units of eV²,

\[
K_xC_L=\frac{11\cdot1+8\cdot5+8\cdot25}{27}+\frac{100}{40}\cdot\frac{4\cdot16}{27}=9.30+5.93=15.2,
\]

\[
K_yC_L=\frac{22\cdot25+4\cdot5+1}{27}+\frac{100}{40}\cdot\frac{2\cdot16}{27}=21.1+2.96=24.1 .
\]

Your formula uses 1 and 25. Along \(x\) the acoustic mobility is \(26\,600/15.2\approx1750\) cm²/(V s). Along \(y\) it is 276, while your formula gives 266. The directional formula is therefore not even an upper bound on the acoustic mobility: here it is 15 times too high in one direction and about 4 % too low in the other.

The larger part of the error along \(x\) is not a missing phonon branch. LA phonons alone, with all their directions included, already reduce 26 600 to about 2860. The TA branch then brings it to 1750, and supplies 39 % of the acoustic relaxation rate along \(x\).

**Q.** Suppose I find a sheet with \(E_x=0.1\) eV. Surely its mobility along \(x\) is higher still?

**A.** Your formula rises a hundredfold, to about 2.7 million cm²/(V s). The acoustic mobility falls slightly, from 1750 to about 1620. With the other parameters fixed and \(E_x\) in eV,

\[
K_xC_L=\frac{11E_x^2+40E_x+200+10(E_x-5)^2}{27}=\frac{21E_x^2-60E_x+450}{27}\ \text{eV}^2 ,
\]

which has its minimum at \(E_x=60/42\approx1.4\) eV. As \(E_x\) falls below that value, the growing \(|E_x-E_y|\) strengthens TA scattering faster than LA scattering weakens; below \(E_x=-20/11\approx-1.8\) eV, the minimum of \(11E_x^2+40E_x+200\), the LA part grows as well. The record comes from dividing by a small number that does not control the scattering.

**Q.** Then I will use \(K_i\). At 300 K, \(k_BT\) is only 26 meV. Can I ignore an optical phonon of 50 meV, which few carriers can emit?

**A.** Not without checking its coupling. For a nonpolar optical mode with a momentum-independent coupling \(D\), \(|M|^2=\hbar D^2/(2\rho\omega A)\) times \(N\) or \(N+1\). Multiplying by \(2\pi/\hbar\) and the density of states gives

\[
\frac1{\tau_{\rm op}(E)}=R\,[N+(N+1)\Theta(E-\hbar\omega)],\qquad R=\frac{m_dD^2}{2\hbar^2\rho\omega}.
\]

\(F\) is odd about the valley centre and the final direction is random, so the returning term vanishes and this rate simply adds to \(1/\tau_x\). At energy \(E=xk_BT\) the angular average of \(v_x^2\) is \(E/m_x\), so

\[
\mu_x=\frac e{m_x}\int_0^\infty x\,e^{-x}\,\tau_x(x)\,dx,\qquad \int_a^b xe^{-x}dx=(1+a)e^{-a}-(1+b)e^{-b}.
\]

Choose \(D=5\times10^{10}\) eV/m. With \(\rho=2.99\times10^{-6}\) kg/m² this gives \(R=4.63\) ps⁻¹, and \(N=0.169\). The acoustic rate is 5.03 ps⁻¹. The total is \(5.03+4.63\times0.169=5.81\) ps⁻¹ below threshold and \(5.03+4.63\times1.338=11.2\) ps⁻¹ above it. The threshold is \(x_0=50/25.85=1.93\), and the weight above it is \((1+x_0)e^{-x_0}=0.42\). Fast carriers count more in the current, so this weight is much larger than the fraction \(e^{-x_0}=0.14\) of carriers found there. The mean time is

\[
\frac{0.58}{5.81}+\frac{0.42}{11.2}\approx0.137\ \text{ps}
\]

instead of \(1/5.03=0.199\) ps. The mobility along \(x\) drops from 1750 to about 1200 cm²/(V s).

Intervalley scattering has the same form if its coupling is constant. I take two valleys at opposite momenta with the same ellipse, hence one final valley. A 25 meV phonon with \(D=3\times10^{10}\) eV/m lowers the value further, to about 700. Its low energy makes both absorption (\(N=0.613\)) and emission frequent.

**Q.** And if the two atoms in the cell carry opposite charges?

**A.** Then there is polar scattering. Let the cell have area \(A_c\), reduced mass \(M_r\) and effective charge \(Z\). A relative displacement \(w\) along \(\mathbf q\) produces the polarization \(P=eZw/A_c\) and a sheet charge of magnitude \(qP\). In vacuum its potential would be \(qP/(2\varepsilon_0q)\). The electrons of the sheet respond with the charge \(-2\varepsilon_0rq^2\varphi\), where \(r\) is a screening length, so \(\varphi(1+rq)=P/(2\varepsilon_0)\) in magnitude. With \(|w|^2=\hbar A_c/(2M_rA\omega)\),

\[
|M|^2=\frac1A\Big[\frac{e^2Z}{2\varepsilon_0(1+rq)}\Big]^2\frac{\hbar}{2M_rA_c\omega}
\]

times \(N\) or \(N+1\). This coupling is largest at small \(q\), so a scattered carrier retains some memory of its direction and the returning term no longer vanishes. The Boltzmann equation then links the energies \(E\), \(E\pm\hbar\omega\), and so on, and I solved it numerically.

Take atoms of 60 and 120 u, \(A_c=0.10\) nm², \(Z=1\), \(r=4\) nm and \(\hbar\omega=40\) meV, with no dispersion and no interference with the other modes. The full mobilities are about 583 cm²/(V s) along \(x\) and 125 along \(y\), or 0.058 and 0.013 m²/(V s). A separate simulation of random scattering events gives 580 and 127; agreement within 5 % was the test.

Your formula is thus too high by a factor of 46 along \(x\) and 2.1 along \(y\). Along \(x\) this is \(15.2\times3.0\): the first factor comes from the acoustic problem, the second from the added channels. Along \(y\) it is \(0.96\times2.2\). The second factors depend on the optical couplings I chose; the first do not.

The anisotropy \(\mu_x/\mu_y\) changes as well. Your formula gives \((m_y/m_x)(E_y/E_x)^2=4\times25=100\). The acoustic solution gives 6.34 and the full one 4.65.

**Q.** Could another choice of couplings make the extra channels raise the mobility, for instance by redirecting carriers forward?

**A.** Not if they are independent channels added to the same band. Write the Boltzmann equation as \(LF=v\), with thermal averages as scalar product. Detailed balance makes \(L\) symmetric, and

\[
\langle F,LF\rangle=\tfrac12\Big\langle\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')\,[F(\mathbf k)-F(\mathbf k')]^2\Big\rangle\ge0 .
\]

Let \(F_0\) be the solution and \(F=F_0+\eta\) a trial function. Then

\[
2\langle F,v\rangle-\langle F,LF\rangle=\langle F_0,v\rangle-\langle\eta,L\eta\rangle ,
\]

because the terms linear in \(\eta\) cancel through \(LF_0=v\). The maximum of the left side is therefore \(k_BT\mu/e\). A new channel adds a non-negative operator to \(L\), lowers the left side or leaves it unchanged for every \(F\), and so cannot raise the maximum. With acoustic scattering treated as quasi-elastic, the mobility with \(K_i\) is therefore an upper bound on the mobility with any such channels added; your directional formula is not.

**Q.** Then I could compute each channel's mobility separately and add the reciprocals.

**A.** That gives another upper bound. Maximizing over the size of \(F\) first shows that \(1/\mu\) is proportional to the minimum of \(\langle F,LF\rangle/\langle F,v\rangle^2\). The minimum of a sum is at least the sum of the separate minima, so \(1/\mu\ge\sum_j1/\mu_j\). Here the reciprocal sum, with LA and TA together as one channel, gives 697 and 147 cm²/(V s). These values are 20 % and 17 % above the full solution. No single function \(F\) is optimal for all of these channels at once, because their rates depend differently on energy. If one were, the reciprocals would add exactly.

**Q.** When may I still quote the simple formula?

**A.** As the mobility limited by acoustic deformation-potential scattering, when the deformation constant and the stiffness are isotropic, the carriers are non-degenerate and \(k_BT\) is well above the relevant acoustic phonon energies. As the phonon-limited mobility, it also requires that the other channels be shown to be weak. Cooling suppresses optical absorption and leaves fewer carriers able to emit, but strong cooling also invalidates the classical phonon occupation.

My full values belong to this model. The closed \(K_i\) require an elastically isotropic sheet. A sheet with different masses along \(x\) and \(y\) usually has different stiffnesses along them too; the branches are then not purely longitudinal or transverse, \(G(\phi)\) must be built from the full elastic tensor, and inserting a directional \(C_L\) into \(K_i\) does not repair this. The values also rest on the golden rule with sharp energies, which is only moderately well satisfied here: \(\tau=\mu_ym_y/e\approx57\) fs gives \(\hbar/\tau\approx12\) meV, almost half of \(k_BT\). They leave out flexural phonons, the piezoelectric coupling that acoustic phonons can have in a polar sheet without inversion symmetry, free-carrier screening, impurities, a substrate and non-parabolic bands. For a real sheet, the couplings of all branches should be computed over the momenta that carriers can exchange and then put into the Boltzmann equation. The numerical output below lists the contributions for this sheet.

## Numbers as computed

```
temperature 300 K, kT = 25.85 meV
masses m_x, m_y, m_d = 0.20, 0.80, 0.40 m_e
deformation constants Ex, Ey = 1.0, 5.0 eV
stiffness C_L, C_T = 100, 40 N/m
cell area 0.10 nm^2, atoms 60 and 120 u
sheet density 2.989e-06 kg/m^2
sound speeds LA, TA = 5784, 3658 m/s
optical: D = 5.0e+10 eV/m, energy 50 meV, N = 0.169
intervalley: D = 3.0e+10 eV/m, energy 25 meV, N = 0.613
polar: Z = 1.0, r = 4.0 nm, energy 40 meV, N = 0.270
rate prefactors optical, intervalley = 4.630e+12, 3.334e+12 1/s
polar rate prefactor at q = 0: 8.528e+13 1/s
K_x*C_L, K_y*C_L = 15.222, 24.111 eV^2
acoustic rates 1/tau_x, 1/tau_y = 5.028e+12, 7.965e+12 1/s
TA share of acoustic rate x, y = 0.389, 0.123
mobilities in cm^2/(V s), columns x and y:
  popular formula         26622.3      266.2
  LA solved correctly      2863.8      314.7
  LA + TA                  1748.9      276.0
  + optical                1203.8      210.6
  + intervalley             697.4      138.6
  + polar = full            582.8      125.3
  full, stochastic          579.9      127.4
  optical alone            7074.4     1768.6
  intervalley alone        1970.1      492.5
  polar alone              4682.9     1667.2
  Matthiessen sum           697.2      146.7
formula/full x, y = 45.68, 2.12
formula/acoustic x, y = 15.222, 0.964
acoustic/full x, y = 3.00, 2.20
anisotropy mu_x/mu_y: formula 100.0, acoustic 6.34, full 4.65
full mobility in SI x, y = 0.05828, 0.01253 m^2/(V s)
Ex = 0.1 eV: formula mu_x = 2662230 cm^2/(V s)
Ex = 0.1 eV: acoustic mu_x = 1618.2 cm^2/(V s)
largest closed/numerical acoustic deviation 1.3e-15
largest error of quasi-elastic rate at E = kT: 0.31 %
change of full mobility on finer grid: 0.000 %
```
